\section*{Diffuse Fuchs–Sondheimer conductivity at one tenth of the free path}

\section*{Problem}

A film of thickness $d$ conducts heat along its plane. The carriers have one speed $v$, one bulk free path $\lambda=v\tau$ and an isotropic equilibrium distribution; collisions inside the film are described by the relaxation time $\tau$. Both surfaces scatter diffusely. Let $\kappa=d/\lambda$, and let $F(\kappa)$ be the in-plane conductivity of the film divided by that of the bulk.

\begin{enumerate}
\item[(a)] Derive $F(\kappa)$ as a single integral and in terms of the exponential integrals $E_n(\kappa)=\int_1^\infty t^{-n}e^{-\kappa t}\,dt$.
\item[(b)] Evaluate $F$ at $\kappa=0.1$. Give the film conductivity for $\lambda=100$ nm, $d=10$ nm and a bulk conductivity of 100 W/(m K), which are round model parameters.
\item[(c)] The leading thin-film asymptote is $A_1=\frac{3\kappa}{4}\ln(1/\kappa)$. Find the expansion of $F$ through order $\kappa^4$, and the error of $A_1$ and of the improved approximations at $\kappa=0.1$.
\item[(d)] Explain where the logarithm comes from, and determine how thin the film must be for $A_1$ to be accurate to 10\% and to 1\%.
\end{enumerate}

Errors are signed and relative to $F$: $(\text{approximation}-F)/F$.

\section*{Solution}

\subsection*{(a) The conductivity ratio}

Let $z$ be the coordinate across the film, $\theta$ the angle between a carrier's velocity and the $z$ axis, $\mu=\cos\theta$, and $\phi$ the azimuth measured from the $x$ axis, along which a uniform temperature gradient is applied. Write the distribution as $f_0(T(x))+\delta f$. To first order in the gradient,
\begin{equation}
v_x\frac{\partial f_0}{\partial T}\frac{dT}{dx}+v\mu\frac{\partial\,\delta f}{\partial z}=-\frac{\delta f}{\tau}.
\end{equation}
In the bulk the $z$ derivative vanishes, so $\delta f_{\rm b}=-\tau v_x(\partial f_0/\partial T)(dT/dx)$. Set $\delta f=g\,\delta f_{\rm b}$ and $\zeta=z/\lambda$. The driving term equals $-\delta f_{\rm b}/\tau$, and division by $\delta f_{\rm b}/\tau$ gives
\begin{equation}
\mu\frac{\partial g}{\partial\zeta}+g=1 .
\end{equation}
For electrical conduction an electric field replaces the temperature gradient as the drive, and the equation for $g$ is the same.

A diffuse wall returns carriers with no memory of their direction of arrival. Their deviation from $f_0$ is therefore independent of direction, and its size is fixed by the net flux carried to the wall by $\delta f$. Since $\delta f\propto v_x\propto\cos\phi$, that flux vanishes on integration over $\phi$. Hence $g=0$ for carriers leaving a wall. The same symmetry makes the energy density of $\delta f$ zero, so $T(x)$ remains the correct local temperature.

Let $s$ be the distance, in units of $\lambda$, from the wall that the carrier is moving away from: $s=\zeta$ for $\mu>0$ and $s=\kappa-\zeta$ for $\mu<0$. In both cases $|\mu|\,dg/ds+g=1$ with $g(0)=0$, so
\begin{equation}
g=1-e^{-s/|\mu|}.
\end{equation}
Its average over the thickness is
\begin{equation}
\frac1\kappa\int_0^\kappa\left(1-e^{-s/|\mu|}\right)ds=h\!\left(\frac{\kappa}{|\mu|}\right),\qquad h(y)=1-\frac{1-e^{-y}}{y}.
\end{equation}

The heat flux along $x$ weights $g$ by $v_x^2\propto(1-\mu^2)\cos^2\phi$. The azimuthal integral is common to film and bulk, and $\int_{-1}^{1}(1-\mu^2)\,d\mu=4/3$. Using the symmetry in $\mu$,
\begin{equation}
F(\kappa)=\frac32\int_0^1(1-\mu^2)\,h(\kappa/\mu)\,d\mu .
\label{eq:angle}
\end{equation}
The term 1 in $h$ integrates to 1. In the rest put $t=1/\mu$, $d\mu=-dt/t^2$:
\begin{align}
F&=1-\frac{3}{2\kappa}\int_0^1(\mu-\mu^3)\left(1-e^{-\kappa/\mu}\right)d\mu\nonumber\\
&=1-\frac{3}{2\kappa}\int_1^\infty\left(\frac1{t^3}-\frac1{t^5}\right)\left(1-e^{-\kappa t}\right)dt .
\end{align}
Since $\int_1^\infty(t^{-3}-t^{-5})\,dt=\frac12-\frac14=\frac14$,
\begin{equation}
F(\kappa)=1-\frac{3}{8\kappa}+\frac{3}{2\kappa}\left[E_3(\kappa)-E_5(\kappa)\right].
\label{eq:closed}
\end{equation}

For a thick film the bracket is positive and at most $e^{-\kappa}/4$, because $e^{-\kappa t}\le e^{-\kappa}$ for $t\ge1$. Thus $F\simeq1-3/(8\kappa)$ when $\kappa\gg1$. At $\kappa=0.1$ this formula gives $-2.75$, an impossible negative conductivity, so the bracket is indispensable there.

\subsection*{(b) The value at $\kappa=0.1$}

Integration by parts gives the recurrence
\begin{equation}
nE_{n+1}(\kappa)=e^{-\kappa}-\kappa E_n(\kappa).
\label{eq:rec}
\end{equation}
Starting from $E_1(0.1)=1.822924$, it yields $E_3=0.41629146$ and $E_5=0.21901595$. Then
\begin{equation}
F(0.1)=1-3.750000+15\,(0.41629146-0.21901595)=1-3.750000+2.959133=0.209133 .
\end{equation}
The factor 15 multiplies any error in $E_3-E_5$, and the large terms nearly cancel. The exponential integrals must therefore be known to more digits than are wanted in $F$.

Equation~\eqref{eq:angle} avoids this cancellation between large terms. Gauss--Legendre quadrature in $\mu$ on $[0,1]$ gives 0.20287 with 4 nodes, 0.20959 with 8 and 0.209128 with 16; the last differs from $F$ by $-4.5\times10^{-6}$. Thinner films need more nodes, because $h(\kappa/\mu)$ varies on the scale $\mu\sim\kappa$: 16 nodes are 0.5\% low at $\kappa=10^{-2}$ and 17\% low at $\kappa=10^{-3}$. A finite-difference solution of the equation for $g$ also gives 0.209133.

A further check simulates the diffuse walls directly. If a carrier would reach a wall after a path $D$, its mean flight length is $\int_0^D e^{-r/\lambda}dr=\lambda(1-e^{-D/\lambda})$. This is $\lambda g$ for the reversed direction, so $F$ is three times the mean of $u_xX/\lambda$, where $u_x=v_x/v$ at the start and $X$ is the displacement along $x$. Later flights should add nothing on average, since both kinds of scattering randomize the azimuth. Random flights with cosine-law emission from the walls give $0.2094\pm0.0007$ (one standard error), of which the later flights supply $0.0001\pm0.0005$, consistent with zero.

The film conductivity is
\begin{equation}
k_{\rm film}=0.20913\times100\ \text{W/(m K)}=20.9\ \text{W/(m K)}.
\end{equation}

\subsection*{(c) The thin-film expansion and its errors}

Applying \eqref{eq:rec} repeatedly expresses both functions through $E_1$:
\begin{align}
E_3&=\tfrac12(1-\kappa)e^{-\kappa}+\tfrac12\kappa^2E_1,\\
E_5&=\tfrac14e^{-\kappa}-\tfrac1{12}\kappa e^{-\kappa}+\tfrac1{12}\kappa^2E_3 .
\end{align}
Subtracting, and inserting $E_3$ in the last term,
\begin{equation}
E_3-E_5=\left(\frac{\kappa^2}{2}-\frac{\kappa^4}{24}\right)E_1+\frac{e^{-\kappa}}{24}\left(6-10\kappa-\kappa^2+\kappa^3\right).
\label{eq:diff}
\end{equation}

To expand $E_1=\int_\kappa^\infty e^{-t}t^{-1}dt$, integrate by parts: $E_1=-e^{-\kappa}\ln\kappa+\int_\kappa^\infty e^{-t}\ln t\,dt$. As $\kappa\to0$ the integral tends to $-\gamma$, where $\gamma$ is Euler's constant. The remaining terms follow from integrating $E_1'=-e^{-\kappa}/\kappa$ term by term. With $L=\ln(1/\kappa)$,
\begin{equation}
E_1=L-\gamma+\kappa-\frac{\kappa^2}{4}+\frac{\kappa^3}{18}-\dots
\end{equation}
The two parts of \eqref{eq:diff} become, through order $\kappa^5$,
\begin{align}
\text{first part}&=\frac{\kappa^2}{2}(L-\gamma)+\frac{\kappa^3}{2}-\frac{\kappa^4}{24}(L-\gamma)-\frac{\kappa^4}{8}+\frac{\kappa^5}{36}-\frac{\kappa^5}{24},\\
\text{second part}&=\frac14-\frac{2\kappa}{3}+\frac{\kappa^2}{2}-\frac{\kappa^3}{6}+\frac{5\kappa^4}{288}+\frac{\kappa^5}{120}.
\end{align}
Here $-\frac18+\frac5{288}=-\frac{31}{288}=-\frac1{24}\cdot\frac{31}{12}$ and $\frac1{36}-\frac1{24}+\frac1{120}=-\frac1{180}$, so
\begin{equation}
E_3-E_5=\frac14-\frac{2\kappa}{3}+\frac{\kappa^2}{2}(L+1-\gamma)+\frac{\kappa^3}{3}-\frac{\kappa^4}{24}\left(L+\frac{31}{12}-\gamma\right)-\frac{\kappa^5}{180}+O(\kappa^6).
\end{equation}
On multiplication by $3/(2\kappa)$ the first term cancels $-3/(8\kappa)$ in \eqref{eq:closed} and the second cancels the 1. What remains is
\begin{equation}
F=\frac{3\kappa}{4}(L+1-\gamma)+\frac{\kappa^2}{2}-\frac{\kappa^3}{16}\left(L+\frac{31}{12}-\gamma\right)-\frac{\kappa^4}{120}+O(\kappa^5).
\label{eq:series}
\end{equation}

At $\kappa=0.1$, $L=2.302585$ and $1-\gamma=0.422784$. Adding the terms one at a time gives

\begin{center}
\begin{tabular}{lrrr}
last term included & term & sum & error\\
\hline
$\frac34\kappa L$ (this is $A_1$) & $0.172694$ & $0.172694$ & $-17.42\%$\\
$\frac34\kappa(1-\gamma)$ (sum is $A_2$) & $0.031709$ & $0.204403$ & $-2.26\%$\\
$\kappa^2/2$ & $0.005000$ & $0.209403$ & $+0.13\%$\\
order $\kappa^3$ & $-0.000269$ & $0.209133$ & $+0.0004\%$
\end{tabular}
\end{center}

The leading asymptote is thus 17.4\% too low: it predicts 17.3 W/(m K) instead of 20.9 W/(m K). The total shortfall is $0.209133-0.172694=0.036439$, of which the constant $1-\gamma$ accounts for 0.031709, or 87\%. The approximation $A_2=\frac{3\kappa}{4}(L+1-\gamma)$ costs no more effort and gives 20.4 W/(m K). The remainder, $F$ minus the four-term sum, is $-8.28\times10^{-7}$, close to the next term of \eqref{eq:series}, $-8.33\times10^{-7}$.

\subsection*{(d) The logarithm and the slow convergence}

Split \eqref{eq:angle} at $\mu=\kappa$. In the grazing part, $\mu<\kappa$, put $\mu=\kappa u$:
\begin{equation}
F_{\rm grazing}=\frac{3\kappa}{2}\int_0^1(1-\kappa^2u^2)\,h(1/u)\,du .
\end{equation}
This is a constant times $\kappa$, with a correction of order $\kappa^3$; it has no logarithm.

For the steeper directions, $\mu>\kappa$, the Taylor bounds $y-\frac{y^2}2\le1-e^{-y}\le y-\frac{y^2}2+\frac{y^3}6$ for $y\ge0$ give $\frac y2-\frac{y^2}6\le h(y)\le\frac y2$. The term $y/2=\kappa/(2\mu)$ contributes
\begin{equation}
\frac{3\kappa}{4}\int_\kappa^1\frac{1-\mu^2}{\mu}\,d\mu=\frac{3\kappa}{4}\left[L-\frac{1-\kappa^2}{2}\right],
\end{equation}
and the error made in replacing $h$ by $y/2$ is at most $\frac32\int_\kappa^1\frac{\kappa^2}{6\mu^2}\,d\mu=\frac{\kappa}{4}(1-\kappa)$, which has no logarithm. The logarithm therefore comes from carriers that cross the film in less than one free path. Their mean flight is about $d/(2\mu)$, and every decade of $\mu$ between $\kappa$ and 1, away from both ends of this range, adds nearly the same amount.

Numerically, when $\kappa$ falls from $10^{-3}$ to $10^{-5}$, the grazing part divided by $\kappa$ is unchanged to five decimals, while the steep part divided by $\kappa$ grows by 3.45338. The logarithm alone predicts $\frac34\ln100=3.45388$. The difference, $-0.0005$, is the change of $\kappa/2$, which comes from the $\kappa^2/2$ term in \eqref{eq:series}.

At $\kappa=0.1$ the contributions without a logarithm are still large in each part separately. Directions with $\mu<\kappa$ carry 15\% of the bulk conductivity but 44\% of the film's; they supply 0.091 of $F$, and the steep directions supply 0.118. The asymptote $A_1=0.173$ omits the grazing part but exceeds the steep part by 0.055. The two errors partly cancel and leave the shortfall of 0.036 found in (c).

For small $\kappa$, replacing $F$ by $A_2$ gives the fractional deficit of $A_1$:
\begin{equation}
\delta=1-\frac{A_1}{F}\simeq\frac{1-\gamma}{L+1-\gamma},\qquad
L\simeq(1-\gamma)\left(\frac1\delta-1\right).
\label{eq:law}
\end{equation}
The deficit vanishes as $\kappa\to0$, but only as $1/L$. At $\kappa=0.1$ this law gives 15.5\%; the actual 17.4\% is larger because $F$ exceeds $A_2$.

Solving $1-A_1/F=\delta$ with the full $F$ gives the required thicknesses:
\begin{itemize}
\item For $\delta=10\%$, $L=3.92$ and $\kappa=0.0198$, or $d=1.98$ nm in the example. Equation~\eqref{eq:law} estimates $L=3.81$.
\item For $\delta=1\%$, $L=41.86$ and $\kappa=6.6\times10^{-19}$, or $d=6.6\times10^{-17}$ nm. Equation~\eqref{eq:law} agrees to the digits shown.
\end{itemize}
The second length is far smaller than an atom, and it remains so even for a free path of 1 cm, where $d=6.6\times10^{-21}$ m. No film therefore reaches 1\% accuracy with $A_1$. Even at 2 nm, of order ten atomic layers, the assumption of bulk-like carriers with a bulk free path is doubtful.

The value 0.209 belongs to this model. Partly specular walls would return some carriers with $g\neq0$ and raise the conductivity. If the carriers have a spread of free paths, as phonons in a semiconductor do, each group in the relaxation-time model has its own $\kappa$, and $F$ must be averaged with each group's share of the bulk conductivity. The numerical output follows.

\section*{Table of computed values}
\begin{verbatim}
free path = 100.0 nm
film thickness = 10.0 nm
thickness ratio kappa = 0.100 (dimensionless)
bulk conductivity = 100.0 W/(m K)
ln(1/kappa) = 2.302585 (dimensionless)
1 - gamma = 0.422784 (dimensionless)
E1(kappa) = 1.82292396 (dimensionless)
E3(kappa) = 0.41629146 (dimensionless)
E5(kappa) = 0.21901595 (dimensionless)
-3/(8 kappa) = -3.750000 (dimensionless)
3/(2 kappa) (E3-E5) = 2.95913259 (dimensionless)
F, closed form = 0.20913259 (dimensionless)
F, Gauss 4 nodes = 0.20287061, error -6.3e-03
F, Gauss 8 nodes = 0.20959163, error 4.6e-04
F, Gauss 16 nodes = 0.20912806, error -4.5e-06
F, Gauss 32 nodes = 0.20913260, error 1.5e-08
F, Gauss 64 nodes = 0.20913258, error -2.2e-11
F, Boltzmann finite differences = 0.20913258
F, random flights = 0.20939 +/- 0.00069 (1 std error)
later flights' part = 0.00009 +/- 0.00046
thick-film formula 1-3/(8 kappa) = -2.7500
part of F from mu < kappa = 0.091223 (dimensionless)
part of F from mu > kappa = 0.117909 (dimensionless)
share of F from mu < kappa = 43.62 %
bulk share from mu < kappa = 14.95 %
change of part/kappa, kappa from 1e-3 to 1e-5:
  mu < kappa: 0.00000; mu > kappa: 3.45338
  (3/4) ln(100) = 3.45388
leading log A1: term 0.17269388, sum 0.17269388, error -17.4237 %
with constant A2: term 0.03170883, sum 0.20440271, error -2.2617 %
plus kappa^2: term 0.00500000, sum 0.20940271, error 0.1292 %
plus kappa^3: term -0.00026929, sum 0.20913341, error 0.0004 %
next term -kappa^4/120 = -8.333e-07 (dimensionless)
F minus four-term sum = -8.282e-07 (dimensionless)
A1 deficit from the error law = 15.513 %
film conductivity, F = 20.913 W/(m K)
film conductivity, A1 = 17.269 W/(m K)
film conductivity, A2 = 20.440 W/(m K)
A1 low by 10 %: ln(1/kappa) = 3.9221, error law 3.8051
  kappa = 1.9799e-02, thickness = 1.9799e+00 nm
A1 low by 1 %: ln(1/kappa) = 41.8556, error law 41.8556
  kappa = 6.6424e-19, thickness = 6.6424e-17 nm
\end{verbatim}
